# The Least-Squares Tensor Hypercontraction Core and Its Quartic Assembly

## 1. What scaling and symmetry fix

Tensor hypercontraction (THC) writes the Coulomb integrals of $N$ real orbitals $\phi_p$ through their values at $M$ grid points $\mathbf r_P$:

$$(pq|rs)\approx\sum_{PQ}X_{pP}X_{qP}\,Z_{PQ}\,X_{rQ}X_{sQ},\qquad X_{pP}=\phi_p(\mathbf r_P). \tag{1}$$

The points are given and the core $Z$ is sought. Two matrices on the grid can be built from the data, the metric $S$ and the projected integrals $E$:

$$S_{PQ}=\big[(X^TX)_{PQ}\big]^2,\qquad E_{PQ}=\sum_{pqrs}X_{pP}X_{qP}\,(pq|rs)\,X_{rQ}X_{sQ}. \tag{2}$$

Suppose that $Z$ is a product $S^aES^b$, linear in the integrals. Multiply every entry of $X$ by a number $\lambda$. The right side of (1) contains four factors of $X$, so it is unchanged if $Z\to\lambda^{-4}Z$. Both $S$ and $E$ grow as $\lambda^4$, so $S^aES^b$ grows as $\lambda^{4(a+b+1)}$. Hence $a+b=-2$.

Exchanging the two electrons gives $(pq|rs)=(rs|pq)$, so $E$ is symmetric, and a unique best $Z$ must be symmetric too. The transpose of $S^aES^b$ is $S^bES^a$, and, unless $S$ is a multiple of the identity, the two agree for general symmetric $E$ only if $a=b$. Therefore

$$Z=S^{-1}E\,S^{-1}. \tag{3}$$

This argument assumed the product form. The derivation below does not.

## 2. Conventions

The orbitals are orthonormal. In Gaussian units

$$(pq|rs)=e^2\!\iint\frac{\phi_p(\mathbf r_1)\phi_q(\mathbf r_1)\,\phi_r(\mathbf r_2)\phi_s(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1\,d^3r_2 .$$

Neither $\hbar$ nor $m$ enters, because no kinetic energy is involved. Treat $pq$ as one index with $N^2$ values, and define

$$I_{pq,rs}=(pq|rs),\qquad V_{pq,P}=X_{pP}X_{qP}.$$

Equation (1) then reads $I\approx VZV^T$. Column $P$ of $V$ is the pair vector of point $P$. The quality of a fit is measured by $\|A\|^2=\sum_{ab}A_{ab}^2$, with inner product $\langle A,B\rangle=\sum_{ab}A_{ab}B_{ab}=\mathrm{tr}(A^TB)$.

This norm weights all orbital quadruples equally. An orthogonal rotation of the orbitals rotates the pair index orthogonally and leaves the norm unchanged. A general non-orthogonal change of basis alters the norm, and with it the fit.

## 3. The normal equations

Let $F(Z)=\|R\|^2$ with $R=I-VZV^T$. Change $Z$ to $Z+tD$, where $D$ is any $M\times M$ matrix. The residual becomes $R-tVDV^T$, so

$$F(Z+tD)=\|R\|^2-2t\,\langle R,VDV^T\rangle+t^2\|VDV^T\|^2. \tag{4}$$

Written out, the middle inner product is

$$\langle R,VDV^T\rangle=\sum_{ab}\sum_{PQ}R_{ab}V_{aP}D_{PQ}V_{bQ}=\sum_{PQ}D_{PQ}\,(V^TRV)_{PQ}.$$

At a minimum the term linear in $t$ vanishes for every $D$, so $V^TRV=0$. Inserting $R$ gives

$$V^TIV=(V^TV)\,Z\,(V^TV). \tag{5}$$

The left side is $E$ of (2). The matrix in brackets is a double sum that factorizes, because the summand is a product of a function of $p$ and the same function of $q$:

$$(V^TV)_{PQ}=\sum_{pq}X_{pP}X_{qP}X_{pQ}X_{qQ}
=\Big(\sum_pX_{pP}X_{pQ}\Big)\Big(\sum_qX_{qP}X_{qQ}\Big)=\big[(X^TX)_{PQ}\big]^2 .$$

This is $S$. The square acts on each element; it is not a matrix product. Equation (5) is therefore $SZS=E$. If $S$ is invertible, multiplying by $S^{-1}$ from both sides gives (3).

The stationary point is a global minimum: with $V^TRV=0$ and $t=1$, (4) becomes $F(Z+D)=F(Z)+\|VDV^T\|^2\ge F(Z)$. Equality requires $VDV^T=0$, hence $SDS=V^T(VDV^T)V=0$, hence $D=0$ for invertible $S$. The minimizer is then unique.

## 4. When $S$ has no inverse

For any vector $x$, $x^TSx=\|Vx\|^2\ge0$. So $S$ is singular when some combination of pair vectors vanishes. Pair vectors are symmetric in $p$ and $q$ and lie in a space of dimension $N(N+1)/2$. Invertibility thus requires

$$M\le\tfrac12N(N+1),$$

and also that the chosen pair vectors be independent. A repeated point violates this, as does a point whose orbital values equal those at another chosen point up to a common factor.

In the singular case let $S^+$ be the pseudo-inverse, and let $P=SS^+=S^+S$ be the projector on the range of $S$. Since $Sx=0$ implies $Vx=0$, we have $VP=V$ and $PV^T=V^T$. Take $Z=S^+ES^+$. Then

$$SZS=PEP=PV^TIVP=V^TIV=E,$$

so $Z$ is a minimizer. Any other one is $Z+D$ with $SDS=0$, which gives $PDP=S^+(SDS)S^+=0$. Because $Z=PZP$, we find $\langle Z,D\rangle=\langle Z,PDP\rangle=0$ and $\|Z+D\|^2=\|Z\|^2+\|D\|^2$. The pseudo-inverse therefore selects the minimizer of least norm. All minimizers give the same fitted integrals, since $SDS=0$ implies $\|VDV^T\|^2=\mathrm{tr}(D^TSDS)=0$.

## 5. The fit as a projection

For invertible $S$ define $\Pi=VS^{-1}V^T$. It is symmetric, and $\Pi^2=VS^{-1}(V^TV)S^{-1}V^T=\Pi$, so it projects on the span of the pair vectors. From (3),

$$VZV^T=VS^{-1}V^TIVS^{-1}V^T=\Pi I\,\Pi . \tag{6}$$

THC keeps the part of the interaction that acts between densities visible to the chosen points. $Z_{PQ}$ is an effective interaction between points. It is not $e^2/|\mathbf r_P-\mathbf r_Q|$, and it stays finite for $P=Q$.

If point $P$ receives a nonzero factor $w_P$, so that $X_{pP}\to w_PX_{pP}$, the pair vector is multiplied by $w_P^2$. The span and $\Pi$ do not change, so neither do the fitted integrals. One may choose factors that make $S_{PP}=1$.

The residual follows from $\langle I,\Pi I\Pi\rangle=\mathrm{tr}(I\Pi I\Pi)=\|\Pi I\Pi\|^2$:

$$\|I-\Pi I\Pi\|^2=\|I\|^2-2\|\Pi I\Pi\|^2+\|\Pi I\Pi\|^2=\|I\|^2-\mathrm{tr}(ZE). \tag{7}$$

The last step uses $\|VZV^T\|^2=\mathrm{tr}(ZSZS)=\mathrm{tr}(ZE)$.

## 6. Density-fitted integrals

Let $\chi_A$ be $N_{\rm aux}$ auxiliary functions, and set $T_{pq,A}=(pq|A)$ and $J_{AB}=(A|B)$, both including $e^2$. Approximate $\phi_p\phi_q$ by $\sum_Ac_{pq,A}\chi_A$ and minimize the Coulomb self-energy of the error,

$$(pq|pq)-2\sum_Ac_{pq,A}T_{pq,A}+\sum_{AB}c_{pq,A}J_{AB}c_{pq,B}.$$

Setting the derivative with respect to $c_{pq,A}$ to zero gives $\sum_BJ_{AB}c_{pq,B}=T_{pq,A}$, that is $c=TJ^{-1}$. The interaction of two fitted densities is

$$I_{\rm fit}=cJc^T=TJ^{-1}T^T. \tag{8}$$

Insert this into $E=V^TIV$:

$$E=G\,J^{-1}G^T,\qquad G_{PA}=(V^TT)_{PA}=\sum_{pq}X_{pP}X_{qP}\,(pq|A). \tag{9}$$

The four-index array has disappeared. The core now minimizes the distance to $I_{\rm fit}$, not to $I$. To see what this costs in accuracy, write

$$I-\Pi I_{\rm fit}\Pi=(I-\Pi I\Pi)+\Pi(I-I_{\rm fit})\Pi .$$

The first bracket vanishes when $\Pi$ is applied on both sides, so the two parts are orthogonal:

$$\|I-\Pi I_{\rm fit}\Pi\|^2=\|I-\Pi I\Pi\|^2+\|\Pi(I-I_{\rm fit})\Pi\|^2 . \tag{10}$$

A projector cannot lengthen a vector, so the last term is at most $\|I-I_{\rm fit}\|^2$. The grid fit does not amplify the density-fitting error.

## 7. Counting the operations

Let the arrays be dense, with $M$ and $N_{\rm aux}$ proportional to $N$. For each point $P$, compute $G$ in two steps:

$$t_{qA}=\sum_pX_{pP}\,(pq|A),\qquad G_{PA}=\sum_qX_{qP}\,t_{qA}.$$

The first takes $N^2N_{\rm aux}$ products and the second $NN_{\rm aux}$. Over all points the cost is

$$M\,N_{\rm aux}\,(N^2+N)=O(N^4). \tag{11}$$

The later steps are cheaper:

- solving with $J$ for $M$ right sides: $O(N_{\rm aux}^3+N_{\rm aux}^2M)$;
- multiplying by $G$ to obtain $E$: $M^2N_{\rm aux}$;
- forming $X^TX$ and squaring its elements: $M^2N+M^2$;
- solving with $S$: $O(M^3)$.

All are cubic, so the assembly is quartic. If $(pq|A)$ must first be transformed from a non-orthogonal basis, each of the two index transformations takes $N^3N_{\rm aux}$ products, again quartic.

Without density fitting, the same projection acts on $(pq|rs)$, where the pair $rs$ replaces $A$. Putting $N^2$ for $N_{\rm aux}$ in (11) gives $M(N^4+N^3)$, which is quintic. Fitting lowers the power by one because it replaces a pair index of length $N^2$ by an index of length proportional to $N$.

These are counts for this dense algorithm, not lower bounds; sparsity could reduce them.

For numerical work it is useful to regroup (3) and (9):

$$Z=S^{-1}GJ^{-1}G^TS^{-1}=WJ^{-1}W^T,\qquad W=S^{-1}G. \tag{12}$$

The numerical check uses this form and checks the derived formulas numerically. It also runs the assembly with numbers that count their own products and divisions, for $M=N_{\rm aux}=3N$:

| Step | $N=8$ | $N=16$ | power of $N$ |
|---|---|---|---|
| fitted, projection | 41472 | 626688 | 3.92 |
| fitted, later steps | 88932 | 706056 | 2.99 |
| unfitted, projection | 110592 | 3342336 | 4.92 |

Equation (11) gives $24\cdot24\cdot(64+8)=41472$ for $N=8$, as counted. The powers lie slightly below 4 and 5 because of the lower-order terms $N$ and $N^3$ in the brackets. The count of later steps includes a separate construction of $E$ (one solve with $J$ and one product), which (12) does not need. With it the cubic steps exceed the quartic one at $N=16$; without it they would not.

## 8. One site, by hand

The example is a model. A site carries two normalized s Gaussians, $e^{-\alpha r^2}$ with $\alpha=1.0$ and $0.25\ \mathrm{bohr}^{-2}$. Diagonalizing their overlap matrix gives two orthonormal orbitals, ordered by decreasing overlap eigenvalue. Energies are in hartree.

Take two points, at distances $0.75$ and $\sqrt{1.20^2+1.25^2}=1.73$ bohr from the site, with point factors that make $S_{PP}=1$:

$$X=\begin{pmatrix}0.805609&0.601115\\-0.592448&0.799162\end{pmatrix}.$$

The off-diagonal element of $X^TX$ is $0.484264-0.473462=0.010802$. Its square is $S_{12}=0.000117$. The projected integrals are

$$E_{11}=1.200779,\quad E_{12}=0.534591,\quad E_{22}=0.449509 .$$

To first order in $S_{12}$, $S^{-1}$ has diagonal elements 1 and off-diagonal elements $-S_{12}$. Hence

$$Z_{11}=E_{11}-2S_{12}E_{12}=1.200779-0.000125=1.200654,$$
$$Z_{12}=E_{12}-S_{12}(E_{11}+E_{22})=0.534591-0.000193=0.534398,$$
$$Z_{22}=E_{22}-2S_{12}E_{12}=0.449384 .$$

For $(11|11)$ the pair-vector entries are $0.805609^2=0.649006$ and $0.601115^2=0.361339$. Equation (1) gives

$$0.5057+2(0.1253)+0.0587=0.8150,$$

against the directly computed $0.8248$, an error of $-1.2\%$. The residual of the whole tensor, relative to $\|I\|$, is $1.6\%$.

There are three independent orbital pairs here. With a third point, at a distance from the site different from the first two, the pair vectors span the whole symmetric pair space, so $\Pi I\Pi=I$. The computed residual is then $9\times10^{-16}$, which is rounding.

## 9. Chains: how many points are needed

Place $n$ such sites on a line, $2.5$ bohr apart, so that $N=2n$. The points are picked one at a time from a candidate grid, each capturing the most remaining Coulomb energy of the fitted integrals. The table gives the $M$ at which the residual first falls below $1\%$, and the residual there relative to $\|I\|$.

| $n$ | $N$ | $M$ | $M/N$ | residual |
|---|---|---|---|---|
| 4 | 8 | 24 | 3.00 | 0.09% |
| 6 | 12 | 36 | 3.00 | 0.45% |
| 8 | 16 | 49 | 3.06 | 0.75% |
| 12 | 24 | 76 | 3.17 | 0.73% |

A fixed ratio does not mean fixed accuracy: at $M=3N$ the residual rises from $0.09\%$ for 4 sites to $1.6\%$ for 12. The residual falls in uneven steps; for 4 sites it is still $1.0\%$ at $M=23$. Placement matters as well. For 6 sites and 36 points, a selection by density amplitude on a smaller candidate grid leaves $5.7\%$ instead of $0.45\%$.

For this chain, linear growth of $M$ suffices at any accuracy. A product of Gaussians with exponents $\alpha,\beta$ at $z_i,z_j$ is a Gaussian with exponent $\alpha+\beta$ centred at $(\alpha z_i+\beta z_j)/(\alpha+\beta)$. Tight–tight products have $2n-1$ distinct centres, and so do diffuse–diffuse ones. Mixed products lie at $2.5\,(4i+j)/5$ bohr with $i,j=0,\dots,n-1$. For $n\ge4$, $4i+j$ takes every integer value from 0 to $5(n-1)$, which makes $5n-4$ centres. The total is

$$2(2n-1)+(5n-4)=9n-6<4.5N .$$

A pair combination orthogonal to the pair vectors of all points in space is a density that vanishes everywhere, and it has no Coulomb interaction. Hence $\Pi I\Pi=I$ once the chosen pair vectors span those of all points. Every product $\phi_p\phi_q$ is a fixed combination of these $9n-6$ Gaussians, so the pair vector of any point is a fixed matrix times their $9n-6$ values there, and all pair vectors lie in a space of dimension at most $9n-6$. So at most $9n-6$ suitable points reproduce $I$. This count relies on the regular spacing, the s functions and the small integer ratio 4 of the exponents. With exponents $1.0$ and $0.27$ the $n^2$ mixed centres of a 12-site chain are all distinct, and the number of product Gaussians is $190$ instead of $102$.

## 10. Energies from the core

Let orbitals $i,j$ be doubly occupied. The Coulomb energy, self-interaction included, and the exchange energy of the determinant are

$$E_{\rm C}=2\sum_{ij}(ii|jj)=2\sum_{PQ}d_PZ_{PQ}d_Q,\qquad d_P=\sum_iX_{iP}^2,$$

$$E_{\rm x}=-\sum_{ij}(ij|ij)=-\sum_{PQ}Z_{PQ}\Big(\sum_iX_{iP}X_{iQ}\Big)^2 .$$

The second form of each holds within the THC approximation. In the exchange term, the sums over $i$ and $j$ of $X_{iP}X_{jP}X_{iQ}X_{jQ}$ factorize just as they did in $S$. No four-index array is rebuilt.

For 12 sites, put 12 electrons in the six orbitals of largest overlap eigenvalue. This is a test density, not a ground state. The unfitted integrals give $E_{\rm C}=14.4985$ hartree ($394.52$ eV) and $E_{\rm x}=-3.4392$ hartree ($-93.59$ eV). The table gives the residual to the density-fitted integrals, relative to their norm, and the differences of the THC energies from these values, in hartree:

| $M$ | residual | error of $E_{\rm C}$ | error of $E_{\rm x}$ |
|---|---|---|---|
| 39 | 9.6% | $+0.068$ | $+0.147$ |
| 76 | 0.73% | $-0.0019$ | $+0.0040$ |
| 100 | $2\times10^{-7}$ | $+3\times10^{-8}$ | $-6\times10^{-9}$ |

The Coulomb error changes sign, so the approach is not one-sided. Nor is it steady: the fit minimizes the residual, not the energy error. The small Coulomb error at $M=39$ is accidental; at $M=50$ the residual is smaller, yet the Coulomb error is about $-0.6$ hartree. The density-fitting error, relative to $\|I\|$, is $9\times10^{-8}$. It is this small because the auxiliary functions are the product Gaussians themselves (all tight–tight and diffuse–diffuse ones, and the mixed ones of the same or neighbouring sites). It is negligible for $M=39$ and $76$, but comparable to the residual at $M=100$. The energy errors at $M=100$ give only an order of magnitude: points selected with the unfitted integrals give $+2\times10^{-8}$ and $-1\times10^{-8}$.

At $M=100$ the selection found no further candidate that was independent by its criterion, close to the limit $9n-6=102$. The condition number of $S$ has by then grown from $80$ at $M=39$ to $4\times10^{10}$. New pair vectors are nearly combinations of the old ones, and $S^{-1}$ can magnify rounding. Form (12) with linear solves still reaches $2\times10^{-7}$ at $M=100$, whereas $S^{-1}ES^{-1}$ formed with an explicit inverse leaves a residual of about $1\%$. Here the residual still fell up to $M=100$; beyond $102$ points $S$ is strictly singular.

## Numbers as computed

```
site spacing 2.50 bohr; exponents 1.00 and 0.25 bohr^-2
core formula vs direct least squares, rel. difference: 8.9e-14
rank of S for N=4, M=14: 10
coarse fit, 4 sites, M=12, squared errors / ||I||^2:
  total 4.1582e-01 = grid 4.1575e-01 + fit 6.3366e-05
ONE SITE, N=2, M=2, point factors chosen so that S_PP = 1
  point 1 (x, z) = (0.00, -0.75) bohr
  point 2 (x, z) = (1.20, -1.25) bohr
  X row 1: 0.805609 0.601115 (no unit)
  X row 2: -0.592448 0.799162 (no unit)
  S11, S12, S22: 1.000000 0.000117 1.000000 (no unit)
  E11, E12, E22: 1.200779 0.534591 0.449509 hartree
  Z11, Z12, Z22: 1.200654 0.534398 0.449384 hartree
  (11|11) exact 0.824767, THC 0.815045 hartree
  (11|22) exact 0.662359, THC 0.666493 hartree
  (12|12) exact 0.135896, THC 0.132157 hartree
  relative residual, M=2: 1.5987e-02
  relative residual, M=3: 9.2e-16
6 SITES, M=36 points picked by density amplitude:
  rel. residual 5.681e-02, cond(S) 5.0e+03
CHAINS, points picked by Coulomb energy; columns: sites, N, N_aux,
  M near 3N, its residual; M for 1%, M/N, its residual to exact
   4  8 24 | 24 8.87e-04 | 24 3.00 8.87e-04
   6 12 38 | 36 4.47e-03 | 36 3.00 4.47e-03
   8 16 52 | 48 1.01e-02 | 49 3.06 7.53e-03
  12 24 80 | 72 1.61e-02 | 76 3.17 7.30e-03
12 SITES, 12 electrons
  density-fitting error, relative: 9.020e-08
  exact Coulomb energy:  14.498482 hartree = 394.5238 eV
  exact exchange energy: -3.439217 hartree = -93.5859 eV
  M for 10%, M for 1%, all independent points; columns:
  M, rel. residual to fitted integrals, cond(S),
     Coulomb error, exchange error (hartree)
   39  9.599e-02  8.0e+01  +6.821e-02  +1.474e-01
   76  7.298e-03  3.0e+05  -1.933e-03  +3.970e-03
  100  1.980e-07  4.4e+10  +2.776e-08  -6.406e-09
  THC energies at M=100: Coulomb 14.498482, exchange -3.439217 hartree
COUNTED products and divisions, M=N_aux=3N: N=8, N=16, power of N
  fitted, grid projection: 41472, 626688, 3.918
  fitted, all later steps: 88932, 706056, 2.989
  unfitted, first projection: 110592, 3342336, 4.918
```
